# The Schep Correction to Interface Resistance Between Diffusive Metals

## What goes wrong without the correction

Draw an imaginary plane across a uniform metal wire. Every electron that reaches the plane crosses it, so the plane has no resistance. The Landauer formula, applied to this plane, nevertheless gives \(h/(2e^2N)\), where \(N\) is the number of modes of the wire. For a free-electron metal with a Fermi energy of 7 eV this is about 0.88 fΩ m² when multiplied by the area, or, with the bulk mode density, 8.8 Ω in a via of 10 nm × 10 nm. If this were added to the bulk resistance, each further imaginary plane would add the same amount again.

The Landauer value is not wrong. It is the resistance between two reservoirs, and it includes the resistance of feeding current from a reservoir into a finite number of modes. An interface inside a diffusive metal stack has no reservoirs beside it, so that part must be removed. The result is

\[
R_I=\frac{h}{2e^2}\left[\frac{1}{T_{\rm tot}}-\frac12\left(\frac1{N_L}+\frac1{N_R}\right)\right]. \tag{1}
\]

In terms of the Sharvin resistance of a lead, \(R_{\rm Sh}=h/(2e^2N)\), half the sum of the two Sharvin resistances is subtracted from \(h/2e^2\) times the inverse total transmission.

## Conventions and assumptions

Metal L lies to the left of a flat interface and metal R to the right. They have \(N_L\) and \(N_R\) orbital modes at the Fermi energy. Spin is degenerate and is not flipped; it enters through the factor 2 in \(2e^2/h\), not through the mode numbers. The response is linear, and the transmission is constant over the narrow energy window that carries the current.

The total transmission \(T_{\rm tot}=\sum_{nm}T_{nm}\) is summed over all modes \(m\) of L and \(n\) of R. It is a number of modes, not a probability, and can exceed 1.

All potentials \(\mu\) are electrochemical energies. The current \(I\) is the particle current times \(e>0\), positive from L to R, so a resistance is \(\Delta\mu/(eI)\).

The decisive assumption concerns the bulk. Scattering in each metal is taken to be phase-incoherent and to randomize the modes completely: whatever enters a scatterer leaves it spread equally over all modes on each side, and the fraction transmitted is the same for every incoming mode. Equation (1) is exact in this model. Ordinary isotropic impurity scattering is a different case, treated below.

## The current through the interface

In one mode, the states per unit length in \(dk\) number \(2\,dk/2\pi\), with spin included. They move at \(v=(1/\hbar)\,dE/dk\), so their current is

\[
e\,v\,\frac{2\,dk}{2\pi}=\frac{2e}{h}\,dE .
\]

The velocity has cancelled. A mode filled to the energy \(\mu\) therefore carries \((2e/h)\mu\), measured from a common reference energy. If the occupation is not a sharp step, \(\mu\) stands for the energy integral of its excess over the reference.

Let all modes approaching from L have the potential \(\mu_L^+\), and all modes approaching from R the potential \(\mu_R^-\). The superscript gives the direction of motion. The net current is

\[
I=\frac{2e}{h}\left(T_{\rm tot}\,\mu_L^+-T'_{\rm tot}\,\mu_R^-\right),
\]

where \(T'_{\rm tot}\) is the total transmission from R to L. The two totals are equal. The scattering matrix between flux-normalized modes is unitary, so the probabilities in each of its columns and in each of its rows sum to 1. Let \(\mathcal R_L\) be the total reflection from L back into L. Adding the columns for electrons that come from L, and then the rows for electrons that leave into L, gives

\[
N_L=\mathcal R_L+T_{\rm tot},\qquad N_L=\mathcal R_L+T'_{\rm tot}.
\]

Hence \(T'_{\rm tot}=T_{\rm tot}\), and

\[
I=\frac{2e}{h}\,T_{\rm tot}\left(\mu_L^+-\mu_R^-\right). \tag{2}
\]

The first sum rule also shows that \(T_{\rm tot}\le N_L\). The same argument for R gives \(T_{\rm tot}\le N_R\).

If \(\mu_L^+\) and \(\mu_R^-\) are reservoir potentials, (2) gives the two-terminal resistance \(h/(2e^2T_{\rm tot})\). Inside a metal they are potentials of the incoming electrons alone. The local potential also involves the electrons that move away.

## From incoming potentials to local potentials

The electrons leaving the interface need not be equally distributed: a mode with strong reflection returns a different occupation from one with weak reflection. Let \(\bar\mu_L^-\) be the average over modes of the left-moving potentials in L, and \(\bar\mu_R^+\) that of the right-moving potentials in R. These averages suffice, because a randomizing scatterer responds to the total current entering from each side and not to its distribution.

The same net current flows through any cross-section, so

\[
I=\frac{2e}{h}N_L\left(\mu_L^+-\bar\mu_L^-\right)
 =\frac{2e}{h}N_R\left(\bar\mu_R^+-\mu_R^-\right). \tag{3}
\]

The potential on each side is defined as the mean of the two directions:

\[
\mu_L=\tfrac12\left(\mu_L^++\bar\mu_L^-\right),\qquad
\mu_R=\tfrac12\left(\bar\mu_R^++\mu_R^-\right). \tag{4}
\]

Between two bulk scatterers all modes of one direction are equally filled, and (4) is then the usual potential fixed by the electron density. Right beside the interface the density weights each mode by \(1/v\), and may give another value. There, (4) is a definition, justified by the series law below.

From (3), \(\bar\mu_L^-=\mu_L^+-hI/(2eN_L)\). Inserting this in (4) gives

\[
\mu_L=\mu_L^+-\frac{hI}{4eN_L}
\quad\Longrightarrow\quad
\mu_L^+=\mu_L+\frac{hI}{4eN_L}. \tag{5}
\]

On the right the incoming electrons move against the current. With \(\bar\mu_R^+=\mu_R^-+hI/(2eN_R)\),

\[
\mu_R=\mu_R^-+\frac{hI}{4eN_R}
\quad\Longrightarrow\quad
\mu_R^-=\mu_R-\frac{hI}{4eN_R}. \tag{6}
\]

The incoming potential lies above the local one on the left and below it on the right. Both shifts help to drive the current. They are present because a current already flows in the bulk.

## The interface resistance

Subtracting (6) from (5) gives

\[
\mu_L^+-\mu_R^-=\mu_L-\mu_R+\frac{hI}{4e}\left(\frac1{N_L}+\frac1{N_R}\right).
\]

By (2), the left side equals \(hI/(2eT_{\rm tot})\). Therefore

\[
\mu_L-\mu_R=\frac{hI}{2e}\left[\frac1{T_{\rm tot}}-\frac12\left(\frac1{N_L}+\frac1{N_R}\right)\right].
\]

Division by \(eI\) gives (1). One factor \(\tfrac12\) comes from the mean in (4): the incoming potential differs from the local potential by half the difference between the two directions.

## Why the resistances add

The definition (4) is useful if the resistances of a stack then add. Take a bulk scatterer in a metal with \(N\) modes, with transmission \(t\) per incoming electron. Let \(a\) and \(b\) label the regions to its left and right. Its total transmission is \(Nt\), so

\[
I=\frac{2e}{h}Nt\left(\mu_a^+-\mu_b^-\right),
\]

with mode averages understood. The shifts (5) and (6), now with the same \(N\) on both sides, give

\[
I=\frac{2e}{h}Nt\left(\mu_a-\mu_b+\frac{hI}{2eN}\right)
=\frac{2e}{h}Nt\,(\mu_a-\mu_b)+tI .
\]

Moving \(tI\) to the left and dividing gives

\[
R_s=\frac{\mu_a-\mu_b}{eI}=\frac{h}{2e^2}\,\frac{1-t}{Nt}. \tag{7}
\]

At the outer left end, a reservoir supplies \(\mu_L^+\) directly. By (5) the drop from the reservoir to the local potential is \(hI/(4eN_L)\), a resistance of \(\tfrac12R_{{\rm Sh},L}\). The right end contributes \(\tfrac12R_{{\rm Sh},R}\). Since the local potentials join from one element to the next, all drops add:

\[
R_{\rm total}=\tfrac12\left(R_{{\rm Sh},L}+R_{{\rm Sh},R}\right)+\sum_s R_s+R_I. \tag{8}
\]

With no bulk scatterers, (8) returns the Landauer value \(h/(2e^2T_{\rm tot})\). With scatterers, the contact term still appears once for the whole stack. This is what (1) removes from the interface.

Equation (8) was tested by joining mode-resolved probability matrices for a random unitary interface between 7 and 5 modes, with two randomizing scatterers on each side. Here \(T_{\rm tot}=2.712384\). In units of \(h/2e^2\), formula (1) gives

\[
\frac1{2.712384}-\frac12\left(\frac17+\frac15\right)=0.36868-0.17143=0.19725,
\]

which agrees with the stack after its known bulk and contact terms are subtracted.

## Bounds and limits

Let \(N_<\) and \(N_>\) be the smaller and larger mode numbers. Since \(T_{\rm tot}\le N_<\),

\[
R_I\ge\frac{h}{2e^2}\left[\frac1{N_<}-\frac12\left(\frac1{N_<}+\frac1{N_>}\right)\right]
=\frac{h}{4e^2}\left|\frac1{N_L}-\frac1{N_R}\right|. \tag{9}
\]

Within the randomizing model, \(R_I\) is thus never negative. It vanishes for a transparent plane in a uniform metal, where \(T_{\rm tot}=N_L=N_R\). Between metals with different mode numbers it stays positive even if every mode of the smaller set is fully transmitted, because some modes of the larger set must be reflected.

For a weakly transmitting interface, \(T_{\rm tot}\ll N_<\), the first term of (1) dominates. The subtraction is then a fraction \(\tfrac12T_{\rm tot}(1/N_L+1/N_R)\) of the Landauer value, and it becomes unimportant.

## When the bulk does not mix the modes

Suppose that both the interface and the scatterers preserve the mode, and that \(N_L=N_R=N\). Each mode is then a separate wire. Equation (7) with one mode, plus its contact term, gives the resistance of wire \(i\) in units of \(h/2e^2\):

\[
1+\frac{1-T_i}{T_i}+s=\frac1{T_i}+s,\qquad s=\sum\frac{1-t}{t}.
\]

The wires conduct in parallel, so the total resistance is \(1/\sum_i(1/T_i+s)^{-1}\). Subtracting the contact and bulk terms, \((1+s)/N\), leaves the apparent interface resistance.

Take five modes with \(T_i=0.05,\,0.3,\,0.6,\,0.9,\,1\), and scatterers with \(t=0.3\) and \(0.6\) on each side. Then \(s=2(0.7/0.3+0.4/0.6)=6\), and

\[
\frac{1}{\frac1{26}+\frac1{9.333}+\frac1{7.667}+\frac1{7.111}+\frac17}-\frac75
=1.787-1.400=0.387 .
\]

Formula (1) gives \(1/2.85-1/5=0.151\), which the stack reproduces when the scatterers mix the modes. Without mixing, the apparent value is more than twice as large.

The direction of the error holds for any set of \(T_i\), provided \(s\) is the same in every mode. The conductance \(T_i/(1+sT_i)\) is a concave function of \(T_i\), so its mean over modes cannot exceed its value at the mean transmission \(T_{\rm tot}/N\). The total resistance is therefore at least \(1/T_{\rm tot}+s/N\), and the apparent interface resistance is at least \(1/T_{\rm tot}-1/N\), the value of (1). Physically, electrons in a poorly transmitted mode cannot move to a better one. If \(s\) differs between modes, the sign can reverse: modes with a large \(s\) carry little current, and if these are the poorly transmitted ones, the apparent value falls below (1). With the same five \(T_i\) and \(s_i=1000,\,100,\,6,\,6,\,6\), subtracting the stack without the interface, \(1/\sum_i(1+s_i)^{-1}\), leaves \(2.355-2.275=0.080\).

## Isotropic bulk scattering

Isotropic impurity scattering does mix directions, but it does not make the incoming occupation uniform. Let \(c\) be the cosine between the velocity and the \(x\) axis, \(\lambda\) the mean free path, and \(g(x,c)\) the potential of electrons moving in direction \(c\). The linear Boltzmann equation is

\[
\lambda c\,\frac{\partial g}{\partial x}=\bar g-g,\qquad \bar g=\frac12\int_{-1}^1g\,dc .
\]

Far from the interface its solution is \(g=a+b(x-\lambda c)\). To check this, note that \(\bar g=a+bx\), so both sides equal \(b\lambda c\).

A spherical Fermi surface of radius \(k_F\) projects onto a disc of area \(\pi k_F^2\), and a mode occupies \((2\pi)^2/A\) of it. The mode density is thus \(n=N/A=k_F^2/4\pi\), and modes are distributed as \(2c\,dc\) for \(0<c<1\). With \(J=hI/(2eA)\),

\[
J=n\int_0^1 2c\,[g(c)-g(-c)]\,dc=-4nb\lambda\int_0^1c^2dc=-\tfrac43nb\lambda .
\]

Hence \(-b\lambda=3J/(4n)\). At the interface, the linear solutions give the incoming potentials

\[
g_L=a_L+\frac{3J}{4n_L}c_L,\qquad g_R=a_R-\frac{3J}{4n_R}c_R, \tag{10}
\]

where both cosines are now taken positive. The mode average of \(c\) is \(\int_0^12c^2dc=\tfrac23\), so the average shift is \(J/(2n)\), the same as in (5). But electrons near normal incidence carry more of it than grazing ones.

Insert (10) in the transmitted current and, for an estimate, neglect the boundary layers in which \(g\) departs from its linear form. With \(n_T=T_{\rm tot}/A\) and \(\langle c\rangle_T\) the average weighted by transmission,

\[
J=n_T(a_L-a_R)+\frac{3J}{4}n_T\left(\frac{\langle c_L\rangle_T}{n_L}+\frac{\langle c_R\rangle_T}{n_R}\right),
\]

and so

\[
\frac{a_L-a_R}{J}\approx\frac1{n_T}-\frac34\left(\frac{\langle c_L\rangle_T}{n_L}+\frac{\langle c_R\rangle_T}{n_R}\right). \tag{11}
\]

Setting both averages to \(\tfrac23\) returns (1). If the interface favours electrons near normal incidence, the averages are larger and the estimated resistance is lower than (1). The full Boltzmann values below include the boundary layers; they are defined by extrapolating the linear potentials to the interface.

## Worked example: a step with a barrier

Two free-electron metals have Fermi energies of 7 and 4 eV above their band bottoms, and both have the free electron mass. These are round model parameters. A barrier \(U\delta(x)\) sits at the potential step, and the parallel momentum is conserved.

Let \(q_L,q_R\) be the normal wavevectors and \(\beta=2mU/\hbar^2\). For amplitudes \(r\) and \(\tau\) of the reflected and transmitted waves, continuity and the slope jump give

\[
1+r=\tau,\qquad iq_R\tau-iq_L(1-r)=\beta\tau .
\]

Substituting \(r=\tau-1\) gives \(\tau[i(q_L+q_R)-\beta]=2iq_L\). The flux ratio is then

\[
T=\frac{q_R}{q_L}|\tau|^2=\frac{4q_Lq_R}{(q_L+q_R)^2+\beta^2}. \tag{12}
\]

With \(q_R=k_Rc\) and \(q_L=\sqrt{k_L^2-k_R^2(1-c^2)}\), the transmission density is \(n_T=n_R\int_0^12c\,T\,dc\). It was tested against a sum over explicit modes of a periodic box.

The Fermi wavevectors are 13.55 and 10.25 nm⁻¹, so \(n_L=14.62\) and \(n_R=8.355\) nm⁻². Since 1 fΩ m² = 1000 Ω nm²,

\[
AR_{{\rm Sh},L}=\frac{12906\ \Omega}{14.62\ {\rm nm}^{-2}}=0.883\ {\rm f\Omega\,m^2},
\]

and likewise \(AR_{{\rm Sh},R}=1.545\) fΩ m². Half their sum is 1.214 fΩ m².

For \(U=0.5\) eV nm, \(n_T=4.927\) nm⁻². The two-terminal value is \(12906/4.927=2619\) Ω nm², or 2.619 fΩ m², and

\[
AR_I=2.619-1.214=1.406\ {\rm f\Omega\,m^2}=1.406\times10^{-11}\ \Omega\,{\rm cm^2},
\]

where the last digit follows from the unrounded values. The three barriers compare as follows, in fΩ m²:

| \(U\) (eV nm) | Two-terminal | Eq. (1) | Boltzmann |
|---|---|---|---|
| 0 | 1.715 | 0.501 | 0.297 |
| 0.5 | 2.619 | 1.406 | 1.138 |
| 2 | 15.06 | 13.84 | 13.49 |

In a via of 10 nm × 10 nm, with bulk mode densities and no sidewall scattering, the middle case gives 14.1 Ω for the interface instead of 26.2 Ω. At 10 µA the incoming potentials differ by 0.262 meV. The offsets (5) and (6) are 0.044 and 0.077 meV, and \(0.262-0.044-0.077=0.141\) meV is the drop at the interface.

## Reading the numbers

The correction removes most of the error of the two-terminal value in all three cases, but with isotropic bulk scattering (1) is not accurate for the highly transmitting step between these two different metals. Relative to the Boltzmann value it is too high by 69 % for the bare step, 24 % for the middle barrier and 2.6 % for the strong one. The absolute difference does not shrink: it is 0.20, 0.27 and 0.35 fΩ m². The relative error falls because \(1/T_{\rm tot}\) grows.

Estimate (11) explains the sign for the bare step. Electrons from L can cross only if \(c_L>c_0\), where \(c_0^2=1-4/7=3/7\). If all of these crossed, their mean cosine would be

\[
\langle c_L\rangle=\frac{\int_{c_0}^12c^2dc}{\int_{c_0}^12c\,dc}=\frac23\,\frac{1-c_0^3}{1-c_0^2}=0.839 .
\]

This lowers the estimate below (1) by \((\tfrac34\times0.839-\tfrac12)\times0.883=0.11\) fΩ m². For \(\beta=0\), (12) increases with \(q_R/q_L\), and so with both cosines. The true weighting therefore raises both averages further, and 0.11 is a lower limit on the shift within (11). The full difference is 0.20; how the rest divides between this weighting and the boundary layers was not separated.

The Boltzmann value for the bare step, 0.297 fΩ m², also lies below the bound (9), which is 0.331 fΩ m² here. There is no contradiction, since (9) was derived for uniform incidence. It should not be used as a floor for metals with isotropic scattering.

For a via stack, (1) can be applied interface by interface if the metal between neighbouring interfaces randomizes the modes in the sense assumed above. Thickness alone does not ensure this: with isotropic impurity scattering the incoming occupation keeps the form (10) however thick the metal is, and each interface carries an error of the kind shown in the table. The treatment also takes the same cross-section on both sides and metal that extends over several mean free paths; a via shorter than the mean free path, or one that lands on a wider line, lies outside it. A liner too thin to do so must be treated as one scatterer together with its two interfaces, with a single \(T_{\rm tot}\) from metal to metal. The remaining numerical values and checks are in the numerical output.

## Numbers as computed

```
h/2e^2 = 12906.404 ohm
Stack tests, resistances in units of h/2e^2:
  random interface, 7 and 5 modes: T_tot = 2.712384
    R_I from stack = 0.197251, from formula = 0.197251
  specular interface, 5 modes, T = [0.05, 0.3, 0.6, 0.9, 1.0]
    formula = 0.150877
    from stack with mode mixing = 0.150877
    from stack without mode mixing = 0.387242
Milne length: solver 0.71045, Hopf integral 0.71045 mean free paths
Fermi energies L, R = 7.0, 4.0 eV
Fermi wavevectors L, R = 13.5546, 10.2463 1/nm
Mode densities L, R = 14.6206, 8.3546 1/nm^2
Sharvin resistance x area L, R = 0.8828, 1.5448 fohm m^2
Half their sum = 1.2138 fohm m^2
Lower bound on A R_I = 0.3310 fohm m^2
Delta barrier 0.0 eV nm (2mU/hbar^2 = 0.0000 1/nm):
  transmission density = 7.5266 1/nm^2 (box sum 7.5266)
  two-terminal A R = 1.7148 fohm m^2
  Schep A R_I = 0.5010 fohm m^2
  Boltzmann A R_I = 0.2973 fohm m^2
  Schep relative to Boltzmann = +68.53 %
Delta barrier 0.5 eV nm (2mU/hbar^2 = 13.1234 1/nm):
  transmission density = 4.9273 1/nm^2 (box sum 4.9273)
  two-terminal A R = 2.6194 fohm m^2
  Schep A R_I = 1.4056 fohm m^2
  Boltzmann A R_I = 1.1376 fohm m^2
  Schep relative to Boltzmann = +23.55 %
Delta barrier 2.0 eV nm (2mU/hbar^2 = 52.4937 1/nm):
  transmission density = 0.8572 1/nm^2 (box sum 0.8572)
  two-terminal A R = 15.0565 fohm m^2
  Schep A R_I = 13.8427 fohm m^2
  Boltzmann A R_I = 13.4947 fohm m^2
  Schep relative to Boltzmann = +2.58 %
Via 10 nm x 10 nm, barrier 0.5 eV nm, 10 uA:
  Schep A R_I = 1.4056e-11 ohm cm^2
  two-terminal R = 26.1937 ohm
  interface R_I = 14.0558 ohm
  incoming-potential difference = 0.26194 meV
  offset in L = 0.04414 meV
  offset in R = 0.07724 meV
  electrochemical drop at interface = 0.14056 meV
```
